Mobility gain of silicon under biaxial tension: repopulation and intervalley scattering

**Problem.** A (001) silicon film at 300 K is stretched equally along both in-plane axes by 1.0 %. Silicon has six equivalent conduction valleys, two along each cubic axis, with longitudinal mass m_l = 0.92 m₀ and transverse mass m_t = 0.19 m₀.

(a) How far apart does the strain move the valleys, and where do the electrons go?

(b) By what factor does the in-plane mobility rise if the relaxation time τ does not change?

(c) What must change for the gain to reach 1.8?

(d) How does phonon scattering between valleys change the gain?

Take a bulk film at low field, with non-degenerate electrons, parabolic valleys and phonon scattering alone. The material parameters below are rough typical values. Each electron's energy E is measured from the edge of its own valley.

**(a) Splitting and populations**

Let ε be the in-plane strain and z the film normal. The film surface is free, so the normal stress vanishes:

C11 ε_zz + 2 C12 ε = 0, hence ε_zz = −2(C12/C11) ε.

With C11 = 166 GPa and C12 = 64 GPa, ε_zz = −0.771 %. A valley along axis i shifts by Ξ_d(ε_xx + ε_yy + ε_zz) + Ξ_u ε_ii. The first term is common to all six valleys. The second, with Ξ_u = 9.0 eV, raises the four in-plane valleys and lowers the two along z. The splitting is

Δ = Ξ_u(ε − ε_zz) = Ξ_u ε (1 + 2C12/C11) = 0.159 eV.

In equilibrium the two lower valleys have weight 2 and the four upper ones 4 exp(−Δ/kT). The lower share is therefore

p = 2/(2 + 4e^(−Δ/kT)) = 1/(1 + 2e^(−Δ/kT)).

It is 1/3 without strain. Here Δ is about six times kT = 0.0259 eV, and p = 0.996: repopulation is nearly complete.

**(b) The gain at fixed τ**

Consider one valley in a field F along x. The force on an electron is −eF, and the steady linear Boltzmann equation reads

(−eF/ħ) ∂f₀/∂k_x = −δf/τ.

Since ∂f₀/∂k_x = ħv_x ∂f₀/∂E, this gives δf = eFτ v_x ∂f₀/∂E. For Maxwell–Boltzmann filling, ∂f₀/∂E = −f₀/kT. The mean velocity is then −(eF/kT) times the equilibrium average of τv_x², and the mobility is

μ = (e/kT) ⟨τ v_x²⟩₀.

On an ellipsoidal energy surface the average of v_x² is 2E/(3m_x), because m_x v_x²/2 carries one third of E. The density of states is proportional to √E. With x = E/kT,

μ = (e/m_x) (2/3) ∫τ x^(3/2) e^(−x) dx / ∫x^(1/2) e^(−x) dx.

The lower integral is Γ(3/2), and (3/2)Γ(3/2) = Γ(5/2). Therefore

μ = e⟨τ⟩/m_x, ⟨τ⟩ = ∫₀^∞ τ x^(3/2) e^(−x) dx / Γ(5/2).

"Fixed τ" means that every valley has the same function τ(E), before and after straining. Then ⟨τ⟩ is common and only the masses matter. The lower valleys have their long axis along z, so their mass along x is m_t. Of the four upper valleys, two have mass m_l along x and two have m_t. Weighting by population gives

μ = e⟨τ⟩ [p/m_t + (1−p)(1/m_t + 1/m_l)/2].

Setting p = 1/3 gives the unstrained inverse mass:

1/m_c = 1/(3m_t) + (1/3)(1/m_t + 1/m_l) = (2/m_t + 1/m_l)/3,

so m_c = 0.258 m₀. Setting p = 1 gives 1/m_t. The gain from complete repopulation is their ratio:

G_mass = m_c/m_t = 3/(2 + m_t/m_l) = 1.36.

At the actual p = 0.996 the fixed-τ gain is 1.357.

The gain is modest because the unstrained crystal already has four of its six valleys light along x. Even an infinite m_l would give only 3/2; a mass ratio of 1000 gives 1.4993. Nor can another distribution among these valleys do better, since none has an in-plane inverse mass above 1/m_t.

**(c) What a gain of 1.8 requires**

After complete repopulation the general gain is

G = (m_c/m_t) × ⟨τ⟩_strained/⟨τ⟩_unstrained.

For G = 1.8 the second factor must be 1.8/1.36 = 1.32. Equivalently, the effective rate 1/⟨τ⟩ must fall by the fraction 1 − 1.36/1.8, or 24.5 %. The alternative at fixed τ is a smaller transverse mass, m_c/1.8 = 0.144 m₀ instead of 0.19 m₀.

Thus a gain above 1.36 shows reduced scattering only if the masses have stayed the same and τ is the same along and across the valley axis. In real silicon acoustic scattering depends on direction. With times τ_l along the axis and τ_t across it, complete repopulation alone gives 3/(2 + (m_t/m_l)(τ_l/τ_t)). This is 1.41 for τ_l/τ_t = 0.65, falls below 1.36 if τ_l exceeds τ_t, and stays below 3/2 for any ratio. To attribute the reduction to intervalley scattering, one must also know that the other mechanisms have not weakened. All these conditions hold in the model of part (d).

**(d) Intervalley scattering**

An electron can pass to the opposite valley on the same axis (g scattering) or to a valley on another axis (f scattering). Strain leaves opposite valleys level, so it does not shut off g scattering. It does separate the initial and final valleys of f transitions between the lower and upper groups.

The density of states per unit volume, for one spin and one valley, is

g₁(E) = (2m_d)^(3/2) √E/(4π²ħ³), m_d = (m_l m_t²)^(1/3),

and g₁ = 0 for E < 0. For an intervalley phonon of frequency ω and coupling D, the squared matrix element in a crystal of volume V and density ρ is ħD²/(2ρVω), times n for absorption or n + 1 for emission. Here n is the Bose occupation. Multiplying by 2π/ħ and by the final density of states Vg₁ gives, for each final valley,

W = (πD²/ρω) [n g₁(E₊) + (n+1) g₁(E₋)].

The final energies E₊ and E₋ include the phonon energy and any valley offset. From a lower valley all four f partners are upper valleys, so

W_f,low = 4(πD_f²/ρω_f) [n g₁(E − Δ + ħω_f) + (n+1) g₁(E − Δ − ħω_f)].

An upper valley has two lower and two upper f partners. For the lower ones the final energies are E + Δ ± ħω_f; for the upper ones they are E ± ħω_f.

Acoustic phonons scatter within a valley. Replace D by Ξq and ω by vq, with v the sound speed. Absorption and emission together give the factor 2n + 1 ≈ 2kT/(ħvq), so q cancels:

W_ac = 2πΞ²kT g₁(E)/(ħρv²).

The phonon energy is neglected in this step; for an electron of energy 3kT/2, treated as having the isotropic mass m_d and as scattering elastically, it is at most about 0.26 kT, reached when the electron's direction is reversed. For reversal along the long axis of the valley, where the mass is m_l, the figure is 0.44 kT.

In this model the matrix elements do not depend on the electron's direction. The disturbance δf is odd in the wavevector measured from each valley centre, so scattering into a state sums to zero over each energy surface. Only scattering out remains, and τ(E) = 1/W(E), where W is the sum of all rates at that energy. Rates are added before averaging; mean times of separate mechanisms are not combined.

With ħω_f = 0.050 eV and Δ = 0.159 eV, a lower-valley electron needs E > 0.109 eV to make an f transition by absorption, and E > 0.209 eV by emission. These thresholds are about 4.2 kT and 8.1 kT. Without strain, absorption has no threshold and emission needs only 0.050 eV. For large Δ, f scattering out of the lower valleys disappears and

G → (m_c/m_t) × ⟨τ without f⟩/⟨τ with f⟩.

The table varies D_f. Temperature, the g phonon (0.060 eV) and its coupling (8.0 × 10⁸ eV/cm) are held fixed. The acoustic coupling Ξ is reset in each row so that the unstrained mobility remains 1400 cm²/Vs; it is then kept unchanged under strain.

| D_f (10⁸ eV/cm) | Ξ (eV) | μ at 1 % (cm²/Vs) | gain |
|---|---|---|---|
| 0 | 12.2 | 1900 | 1.36 |
| 2 | 11.8 | 2021 | 1.44 |
| 4 | 10.5 | 2463 | 1.76 |
| 6 | 8.1 | 3671 | 2.62 |

Without f coupling the gain returns to its fixed-τ value, although acoustic and g scattering are still present. The four rows share one unstrained mobility but not one gain: down the table, a larger share of the original scattering is of f type, and the gain rises with it. The last row is not an upper bound: with Ξ reset in the same way, the gain keeps rising until D_f reaches about 8.4 × 10⁸ eV/cm. There Ξ is zero, and a still larger D_f cannot give the chosen unstrained mobility.

In the last row, ⟨τ⟩ in the lower valleys rises from 206 fs to 398 fs, a factor of 1.936. Multiplying by the mass factor 1.3596 gives 2.63. The calculated 2.62 differs slightly because a few electrons remain in the upper valleys. Removing f scattering by hand gives 400 fs and, for this row, the large-strain limit 1.36 × 400/206 = 2.64, to rounding. At 1 % strain the effect is therefore almost saturated.

A random-flight simulation with the same rates, following 10,000 electrons through all six valleys and obtaining the mobility from their diffusion, gives a gain of 2.63 with a statistical uncertainty of about 0.04. It agrees with the calculated 2.62 within that uncertainty. It does not use the formula for ⟨τ⟩.

The approach to saturation, for D_f = 6 × 10⁸ eV/cm, is as follows.

| strain (%) | lower share p | gain, fixed τ | gain, full model |
|---|---|---|---|
| 0.10 | 0.481 | 1.08 | 1.13 |
| 0.25 | 0.700 | 1.20 | 1.41 |
| 0.50 | 0.916 | 1.31 | 2.15 |
| 1.50 | 1.000 | 1.36 | 2.64 |

**Real films and the limits of the estimate**

Strained silicon channels can have strains near 1 %, which here means an in-plane stress of 1.8 GPa. Electron mobility gains often quoted for them are roughly 1.5 to 2. The last row of the first table lies above that range: it illustrates strong f coupling and is not a prediction for silicon. Real transistors break the assumption of phonon scattering alone, since interfaces and impurities also scatter. Adding a strain-independent rate of 2 × 10¹² s⁻¹ to both states of the film, with the phonon couplings unchanged, lowers the gain from 2.62 to 2.10. Confinement at an interface can also favour the z valleys before strain is applied. The initial p then exceeds 1/3, and less than the factor 1.36 remains to be gained from repopulation.

Other corrections can be sized for the same strong-coupling case. A nonparabolicity of 0.5 eV⁻¹ changes the gain to 2.65, and operation at 400 K changes it to 2.84, again with fixed couplings. At an electron density of 10¹⁷ cm⁻³ the lower valleys are filled to about 1 % of their effective density of states, so degeneracy is weak. The field is more restrictive: at 1 kV/cm the low-field mobility would imply a drift velocity of 0.24 times the thermal velocity √(kT/m_t). The low-field result should be used well below that field.

The numerical output follows.

Computed values

```
masses ml, mt: 0.92, 0.19 m0
conductivity mass mc, DOS mass md: 0.2583, 0.3214 m0
fixed-tau ceiling mc/mt: 1.3596
same from k-space sums: 1.3596; degenerate: 1.3596
ceiling for ml/mt = 1000: 1.4993
Xi_u 9.0 eV; C11 166 GPa; C12 64 GPa
strain 1.0 %; normal strain -0.771 %
valley splitting: 0.1594 eV; kT at 300 K: 0.02585 eV
low-valley population at this splitting: 0.9958
needed for gain 1.8: tau factor 1.324
  effective rate to remove: 24.5 %
  or at fixed tau a transverse mass of 0.1435 m0
phonons f, g: 0.050, 0.060 eV; D_g 8.0 1e8 eV/cm
density 2330 kg/m3; sound speed 9000 m/s
D_f (1e8 eV/cm), acoustic Xi (eV), mu0, mu (cm2/Vs), gain:
  0.0  12.24  1400  1900  1.357
  2.0  11.81  1400  2021  1.444
  4.0  10.49  1400  2463  1.759
  6.0  8.14  1400  3671  2.622
main case D_f = 6.0 1e8 eV/cm
strain (%), splitting (eV), low share, fixed-tau gain, full gain:
  0.10  0.0159  0.481  1.080  1.125
  0.25  0.0398  0.700  1.198  1.405
  0.50  0.0797  0.916  1.314  2.153
  1.00  0.1594  0.996  1.357  2.622
  1.50  0.2391  1.000  1.360  2.643
mean tau unstrained: 205.6 fs
mean tau low valleys, strained: 398.0 fs
mean tau with f removed by hand: 400.0 fs
tau factor strained: 1.936
gain at 1 eV splitting (limit): 2.645
f emission rate, k sum / formula: 0.9956
acoustic rate, k sum / formula: 0.9995
detailed balance, flux up / down: 1.00000
simulated mobility at 0, 0.05 eV, full splitting: 1421, 2195, 3734 cm2/Vs
simulated gain at full splitting: 2.628
gain shift on doubling energy grid: 3.3e-05
gain with nonparabolicity 0.5 /eV: 2.645
gain at 400 K: 2.836
gain with added fixed rate 2e+12 /s: 2.096
low-valley effective density of states: 9.15e+18 cm-3
filling n/Nc at n = 1e17 cm-3: 0.0109
typical acoustic phonon energy / kT: 0.262
drift / thermal velocity at 1 kV/cm: 0.237
in-plane film stress: 1.81 GPa
```
